A flux-conserving half-integer grid for the radial nanowire equation

An electron in a gate-all-around silicon wire a few nanometres across is confined in both transverse directions, and its confinement energy helps to set the threshold voltage. If the wire is round and the mass is the same in all transverse directions, the problem reduces to one radial coordinate, so a few dozen grid points ought to suffice. The lowest state, however, has its maximum on the axis, where the radial equation contains 1/r. How should the grid treat that point?

**The equation and an unsuccessful grid**

Take a wire of radius R, a single isotropic cross-section mass m and an impenetrable wall. With a transverse wave function ψ(r)exp(ilφ), energy E = ħ²k²/2m and v = 2mV/ħ², where V(r) is a smooth potential energy, the equation is

−(1/r)(rψ′)′ + (l²/r²)ψ + vψ = k²ψ,  ψ(R) = 0.

For V = 0 the solution finite on the axis is J_l(kr). The wall requires kR = a, with a a zero of J_l, so

E = ħ²a²/(2mR²).

These levels are the standard against which a grid can be judged.

A natural first idea is to remove the first derivative by writing ψ = u/√r. Then rψ′ = √r u′ − u/(2√r). Differentiating once more, the two terms in u′ cancel:

(rψ′)′ = √r u″ + u/(4r^(3/2)).

Dividing by r and multiplying the equation by √r gives, for V = 0,

−u″ + [(l² − ¼)/r²]u = k²u.

This looks like a problem on a line, with nodes r_j = jh and u = 0 at both ends. For l = 0 the condition at the axis is the weak point. When r is much smaller than 1/k the general solution is

u = √r (A + B ln r),

and both parts vanish at r = 0. The condition u(0) = 0 therefore does not remove the logarithm, although ψ = u/√r diverges with it. For l ≥ 1 the two solutions are r^(½+l) and r^(½−l), and u(0) = 0 does exclude the second.

The difference equation does generate the logarithm. Near the axis k²h² can be neglected, and

u_{j+1} + u_{j−1} − 2u_j = −u_j/(4j²),  u_0 = 0, u_1 = 1.

Compare this with s_j = √j, the behaviour wanted. Expanding √(j±1) in 1/j, where every even term beyond the constant is negative, gives

s_{j+1} + s_{j−1} − 2s_j = −s_j/(4j²) − δ_j,  δ_j > 0.

Now form W_j = u_{j+1}s_j − u_j s_{j+1}. Multiplying the first relation by s_j, the second by u_j, and subtracting,

W_j − W_{j−1} = u_jδ_j,  W_0 = 0.

As long as u_j is positive, W_j is positive, so u_{j+1}/s_{j+1} exceeds u_j/s_j and u_{j+1} is positive too. Hence W_j grows from zero to a positive limit. For u = √j(A + B ln j) that limit is B, so B > 0. The computed function behaves as

ψ ∝ A + B ln(r/h),

and the logarithmic part, relative to the constant, fades only as 1/ln(R/h).

Its effect on the energy follows from ψ ≈ J₀(kr) + ηY₀(kr), with η small and positive. Put kR = a + d. Since J₀′ = −J₁, the wall condition is −J₁(a)d + ηY₀(a) = 0. The Wronskian J₁Y₀ − J₀Y₁ = 2/(πx) gives Y₀(a) = 2/[πaJ₁(a)], hence

d = 2η/[πaJ₁(a)²] > 0.

The level is too high by an amount that decreases logarithmically. With the wall at r = Nh, the computed lowest level is 18.37 % too high for N = 200 and still 16.72 % too high for N = 400. The apparent order between these grids is 0.136. Two grids do not establish a logarithmic law, but they show the slow convergence that it implies.

**Put the flux, not the wave function, on the axis**

The two solutions differ in their flux. For a regular ψ with l = 0, rψ′ vanishes at r = 0; for B ln r it equals B. The condition needed is therefore zero flux through the axis, and a grid should impose it directly.

Place the nodes at half-integer positions and the cell faces at integer ones:

r_j = (j − ½)h,  faces at jh,  j = 1, …, N.

Multiply the radial equation by r and integrate over the ring from (j − 1)h to jh. The derivative term gives a difference of face values of rψ′, which are approximated by

F_j = jh(ψ_{j+1} − ψ_j)/h.

The integral of r over the ring is r_jh. Taking the other terms at the node and dividing by r_jh,

−(F_j − F_{j−1})/(r_jh) + (l²/r_j² + v_j)ψ_j = k_h²ψ_j.

For j = 1 the inner face has zero radius, so F_0 = 0. No value ψ_0 is required, no 1/r is evaluated at zero, and the flux condition that excludes the logarithm is built into the first row.

The wall must also have a definite place. Setting ψ_{N+1} = 0 puts it at r_{N+1} = (N + ½)h, so

h = R/(N + ½).

If h = R/N is used with the same matrix, the wall really stands at R + h/2. Since E varies as the inverse square of the radius, the relative error is then about −h/R. At N = 80 this predicts −1.25 %; the computed value is −1.247 %, and the order falls to 0.998. A half-cell mistake at the wall thus spoils a sound treatment of the axis.

**A symmetric matrix and a conserved probability**

The matrix acting on ψ_j is not symmetric, because the rings have different areas. Set u_j = √r_j ψ_j. The flux part of the diagonal is

[jh + (j − 1)h]/(r_jh²) = (2j − 1)/[(j − ½)h²] = 2/h²,

and the complete elements are

H_{jj} = 2/h² + l²/r_j² + v_j,
H_{j,j+1} = −jh/[h²√(r_jr_{j+1})] = −j/[h²√(j² − ¼)].

This u has the same definition as before, but the matrix differs. The attractive −1/(4r²) term is gone, and its work is done by off-diagonal elements slightly larger in magnitude than 1/h².

Two nodes can be solved by hand. For N = 2, l = 0 and V = 0, h = R/2.5 and the off-diagonal element is −1/(h²√¾) = −1.1547/h². The lower eigenvalue is

k_h²R² = 6.25 × (2 − 1.1547) = 5.283,

against a² = 5.783. Two points already give the level to within 9 %.

The scheme also conserves probability locally. In the time-dependent equation, for l = 0 and V = 0, iħ∂ψ_j/∂t = −(ħ²/2m)(F_j − F_{j−1})/(r_jh). A real potential or centrifugal term would drop out of the next step. Multiplying by ψ_j* and taking the rate of |ψ_j|²,

r_jh ∂|ψ_j|²/∂t = −(ħ/m) Im[ψ_j*(F_j − F_{j−1})].

Sum over j from 1 to J. Rearranging the sum leaves ψ_J*F_J minus the terms (ψ_{j+1}* − ψ_j*)F_j for j < J. Those terms are real, because F_j is proportional to ψ_{j+1} − ψ_j. Thus, after multiplying by 2π for the angle,

dP_J/dt = −2π(ħ/m)(Jh) Im(ψ_J*ψ_{J+1})/h.

The probability inside a face changes only by what crosses that face. As a test, the two lowest l = 0 states were superposed with equal weights, and with opposite signs on the axis at time zero, on N = 60 nodes. At time 0.05 mR²/ħ, the outward current through face 25, without the factor 2π and in units ħ/(mR²), was −3.019816. The content inside, differentiated numerically in time, grew at 3.019815.

**Why the order is two, including near the axis**

Let L_hψ = (F_j − F_{j−1})/(r_jh), applied to a smooth function. With r = r_j the faces are r ± h/2, and

rh²L_hψ = r[ψ(r+h) + ψ(r−h) − 2ψ(r)] + (h/2)[ψ(r+h) − ψ(r−h)].

The first bracket is h²ψ″ + h⁴ψ⁗/12 + …, and the second is 2hψ′ + h³ψ‴/3 + …. Therefore

L_hψ = (1/r)(rψ′)′ + h²[ψ⁗/12 + ψ‴/(6r)] + …
= (1/r)(rψ′)′ + (h²/12r)(rψ″)″ + ….

The factor 1/r in the error deserves attention. For l = 0 and V = 0 the wave function contains even powers. The term r² gives no error and r⁴ gives 6h², so the error stays bounded. For l = 1 the term r gives none, but r³ gives h²/r, which is of order h at the first node. The local error is then first order there.

The eigenvalue weighs that error by ring area. Let φ be the grid eigenvector, ψ the exact function sampled at the nodes, and τ = (h²/12r)(rψ″)″ the leading local error. The grid operator applied to ψ gives k²ψ − τ. Take the product with φ, with weight r_jh, in which the operator is symmetric:

k_h² Σr_jhφ_jψ_j = k² Σr_jhφ_jψ_j − Σr_jhφ_jτ_j.

To leading order φ may be replaced by ψ and sums by integrals:

k_h² − k² = −(h²/12) ∫ψ(rψ″)″dr / ∫rψ²dr.

The weight r cancels the 1/r, so the level error is of order h² for fixed l and a fixed level. In the variable x = kr, with kh = ah/R,

E_h/E = 1 − c(h/R)²,  c = (a²/12) ∫ψ(xψ″)″dx / ∫xψ²dx,

both integrals running from 0 to a.

For l = 0 the integrals can be done. Use J₀′ = −J₁ and J₁′ = J₀ − J₁/x. Bessel's equation gives xJ₀″ = J₁ − xJ₀. Its first derivative is xJ₁ − J₁/x, and its second is

(xJ₀″)″ = xJ₀ − J₀/x + 2J₁/x².

Multiplication by J₀ gives xJ₀² plus a remainder. Direct differentiation shows that

−J₀²/x + 2J₀J₁/x² = d/dx[½(J₀² + J₁²) − J₀J₁/x].

At x = 0 the bracket is ½ − ½ = 0; at x = a it is J₁(a)²/2. Also, xJ₀² is the derivative of x²(J₀² + J₁²)/2, so its integral is a²J₁(a)²/2. The ratio of integrals is 1 + 1/a², and

c = (a² + 1)/12 for l = 0.

For large a the relative error becomes −(kh)²/12, which is the result for a plane wave on a line: there 2(1 − cos kh)/h² = k²[1 − (kh)²/12 + …]. The condition for using the estimate is kh ≪ 1, so a grid that serves the ground state may be too coarse for a high level.

**The numbers for a wire of 3 nm radius**

Take R = 3.0 nm and m = 0.19 free-electron masses, a rough value for the transverse mass of silicon. Then ħ²/(2mR²) = 22.2806 meV and

E = 22.2806 × 5.7832 = 128.85 meV = 0.1289 eV.

The grid levels for l = 0 are as follows; each order compares a row with the one above it.

N    E_h (meV)    error (meV)    order
10   128.194    −0.6590    –
20   128.680    −0.1732    1.9972
40   128.808    −0.0444    1.9993
80   128.842    −0.0112    1.9998
160   128.850    −0.0028    2.0000

The formula gives c = 6.7832/12 = 0.5653. At N = 40 it predicts −128.85 × 0.5653/40.5² = −0.0444 meV, as found. It can also choose the grid. For an error of 0.1 meV,

(N + ½)² ≥ 128.85 × 0.5653/0.1 = 728,

so N = 27, where the computed error is −0.0963 meV.

Other levels also converge with order two. Their coefficients, from the integrals and from the N = 160 grid, agree to better than 0.01 %: c is 2.623 for the second l = 0 level, 0.703 for the first l = 1 level and 0.819 for the first l = 2 level. The last is well below a²/12 = 2.20, so the plane-wave estimate would overstate the error of that level.

The wave function converges too: for the lowest state the largest nodal error shows order 2.000 between N = 40 and N = 80. Since the l = 0 energy error is proportional to h² at leading order, two grids can cancel it:

E_R = (h₁²E₂ − h₂²E₁)/(h₁² − h₂²).

With N = 20 and 40 the remaining error is −3 × 10⁻⁵ meV, and the observed order is 4.03. This extrapolation was tested for l = 0 only.

**A wall of finite height**

An oxide barrier changes both mass and potential at r = R. Since ψ′/m must be continuous, the conserved quantity is rψ′/m, and each face receives the inverse mass of its own material. Keep a node at R. Its ring extends from R − h/2 to R + h/2, and the oxide occupies the fraction

[(R + h/2)² − R²]/(2Rh) = ½ + h/(8R).

The node receives that fraction of the barrier V₀. For l = 0 an independent answer comes from joining J₀(kr) to the decaying K₀(κr), with κ² = 2m_ox(V₀ − E)/ħ²:

kJ₁(kR)/J₀(kR) = (m/m_ox) κK₁(κR)/K₀(κR).

With rough values V₀ = 3.1 eV and m_ox = 0.5 free-electron masses, matching gives 98.88 meV. The grid with 320 nodes inside the wire differs by 0.011 % of this, with order 1.997. The flux form thus keeps second order across the mass step in this case. The error coefficient, however, is much larger than for the hard wall and of the opposite sign. With N = 27 the level is 1.35 meV too high, and about 110 nodes inside the wire are needed to bring the error below 0.1 meV. For scale, the wave function decays in the oxide over 1/κ ≈ 0.16 nm, while h is 0.11 nm at N = 27.

**What the level means for a silicon device**

A diameter of 6 nm is within the rough range of scaled gate-all-around channels, and the material values are typical but rough. For a wire along [100], the radial equation with the transverse mass describes only the two valleys whose long axes lie along the wire. The other four have unequal cross-section masses; their lowest hard-wall level is about 76 meV, so the axial level at 129 meV is not the electron ground level. At 300 K, counting the lowest subbands only and assuming a nondegenerate gas, these hard-wall levels put about 13 % of the electrons in the two axial valleys. The share is sensitive to the wall: with the finite oxide barrier used above it is about 21 %, because the barrier lowers the axial level more than the other. Including the higher subbands, which are more closely spaced in the other four valleys, reduces these shares to about 11 % and 18 %. For the axial level, the finite barrier alone lowers the energy by 30 meV, or 23 % of the hard-wall value. Nonparabolicity with a rough 0.5 eV⁻¹ lowers it by 7 meV, and, for thick oxide without a gate metal, the image energy is about 28 meV on the axis and about 33 meV when averaged over the hard-wall ground state; the average is the first-order rise of the level. A uniform electron charge of 10⁵ cm⁻¹ raises it by 1 meV relative to the surface potential, but 10⁷ cm⁻¹ raises it by 95 meV, so flat potential is a low-density assumption. So is the nondegenerate count of the valley shares: the effective density of the lowest subbands of the four valleys at 300 K is about 8 × 10⁶ cm⁻¹. These are separate estimates and should not be added to predict a device. They show that, once the grid error is below 0.1 meV, further effort belongs in the physical model. The numerical output lists most of the underlying values, but not the shares for the finite barrier or with higher subbands.

Table of computed values

```
radius R = 3.0 nm
masses m_t, m_l, m_ox = 0.19, 0.92, 0.5 m_e
barrier = 3.1 eV, alpha = 0.5 1/eV
permittivities Si, oxide = 11.7, 3.9
E0 = 22.2806 meV
first zero of J0 = 2.404826, square = 5.783186
exact level l=0 n=1: 128.8528 meV = 0.1289 eV
exact level l=1 n=1: 327.123 meV
N=2 by hand: scaled level 5.2831
l=0 n=1: N, h (nm), E_h (meV), error (meV), order
  10 0.28571 128.1939 -0.6590 -
  20 0.14634 128.6796 -0.1732 1.9972
  40 0.07407 128.8084 -0.0444 1.9993
  80 0.03727 128.8416 -0.0112 1.9998
 160 0.01869 128.8500 -0.0028 2.0000
l, n, zero, c predicted, c measured (N=160), order
0 1 2.40483 0.56527 0.56526 2.0000
0 2 5.52008 2.62261 2.62249 1.9998
1 1 3.83171 0.70292 0.70290 1.9999
2 1 5.13562 0.81895 0.81895 2.0000
Richardson N=20,40 error = -2.97e-05 meV
Richardson order = 4.033
wave function max error N=80 (scaled) = 6.82e-05
wave function order = 2.000
face current = -3.019816, content rate = 3.019815 (scaled)
N for 0.1 meV: 27, error there -0.0963 meV
wall half a cell off, N=80: -1.247 %
  its order = 0.998
integer grid, N=200, 400: 18.37, 16.72 %
  its order = 0.136
four other valleys, lowest level = 76.40 meV
kT at 300 K = 25.85 meV
share of electrons in two axial valleys = 12.6 %
finite barrier level = 98.88 meV
  change = -29.98 meV
  scheme error N=320 = 0.0108 %
  scheme order = 1.997
nonparabolic level = 121.47 meV
charge 1e+05 /cm: U = 1.23, shift = 0.96 meV
charge 1e+07 /cm: U = 123.07, shift = 95.36 meV
image energy on axis = 28.1 meV
```
